**Antisymmetric form factors, the X1 splitting and the valence-band gap**

The program scales the antisymmetric form factors of a local GaAs pseudopotential by `lam`, from a diamond crystal (0) to GaAs (1). X1 is s-like at the anion and X3 has a node there; `T1` is the kinetic energy of the lowest plane waves at X. The program asserts that the six-wave formulas agree with diagonalization and that first-order matrix elements agree with finite differences. It also asserts the exchange of X1 and X3 when `lam` changes sign, the twofold bands along X–W at `lam = 0`, and the symmetry of the zone. Further assertions limit the change of the splittings with a larger basis and of the zone-wide gap with a finer grid. The output shows a valence splitting of about 4 eV and a conduction splitting of about 0.3 eV at `lam = 1`. The gap between bands 1 and 2 throughout the zone opens at `lam = 0.022`, although the gap at X opens linearly from zero.

## Check in Python

```python
# Result under test: in a local empirical pseudopotential model, antisymmetric form
# factors scaled by lam split each diamond X1 doublet into X1 + X3, linearly at first,
# while a gap between valence bands 1 and 2 throughout the zone needs a finite lam.
# Symbols: K = k+G in units 2*pi/a; atoms at +tau (anion) and -tau, tau=a(1,1,1)/8;
# SYM, ANTI = form factors in hartree, keyed by G^2; energies in hartree.
# X1 is s-like at the anion, X3 has a node there. No spin-orbit coupling.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
A_LAT = 10.68
SYM = {3: -0.115, 8: 0.005, 11: 0.030}
ANTI = {3: 0.035, 4: 0.025, 11: 0.005}
T1 = 0.5 * (2 * np.pi / A_LAT) ** 2
CUT = 20.6
X_POINT = (0.0, 0.0, 1.0)
G_ALL = np.array([g for g in itertools.product(range(-8, 9), repeat=3)
                  if g[0] % 2 == g[1] % 2 == g[2] % 2], dtype=float)


def build(k, cut=CUT, anti=ANTI):
    """Plane waves, diamond Hamiltonian and antisymmetric potential at k."""
    waves = G_ALL + np.array(k)
    waves = waves[np.sum(waves**2, axis=1) <= cut]
    diff = waves[:, None, :] - waves[None, :, :]
    shell = np.rint(np.sum(diff**2, axis=2)).astype(int)
    angle = np.pi / 4 * np.sum(diff, axis=2)
    sym_table, anti_table = np.zeros(400), np.zeros(400)
    for n, value in SYM.items():
        sym_table[n] = value
    for n, value in anti.items():
        anti_table[n] = value
    h_sym = sym_table[shell] * np.cos(angle)
    h_sym = h_sym + np.diag(T1 * np.sum(waves**2, axis=1))
    return waves, h_sym, 1j * anti_table[shell] * np.sin(angle)


def bands(k, lam, cut=CUT):
    _, h_sym, h_anti = build(k, cut)
    return np.linalg.eigvalsh(h_sym + lam * h_anti)


def x_levels(lam, cut=CUT):
    """Energies and vectors of X1, X3 in both pairs, identified by site nodes."""
    waves, h_sym, h_anti = build(X_POINT, cut)
    energy, vec = np.linalg.eigh(h_sym + lam * h_anti)
    site = np.exp(1j * np.pi / 4 * waves.sum(axis=1))
    levels, states = {}, {}
    for name, first in (("v", 0), ("c", 4)):
        pair = vec[:, first:first + 2]
        at_anion, at_cation = site @ pair, site.conj() @ pair
        norm = np.linalg.norm(at_anion)
        mix = {"X1": at_anion.conj() / norm,
               "X3": np.array([at_anion[1], -at_anion[0]]) / norm}
        assert abs(at_cation @ mix["X1"]) < 1e-6
        assert abs(at_cation @ mix["X3"]) > 1e-2
        for label, x in mix.items():
            levels[label + name] = float(np.abs(x)**2 @ energy[first:first + 2])
            states[label + name] = pair @ x
    levels["X5v"] = float(energy[2])
    assert abs(energy[3] - energy[2]) < 1e-9
    return levels, states


def split(levels, name):
    return levels["X3" + name] - levels["X1" + name]


# The antisymmetric potential is attractive at +tau, which makes that site the anion.
site_potential = 0.0
for g in G_ALL:
    n = int(np.sum(g**2))
    if n in ANTI:
        phase = np.pi / 4 * g.sum()
        site_potential += (1j * ANTI[n] * np.sin(phase) * np.exp(1j * phase)).real
assert site_potential < 0

# Six-wave roots against diagonalization, including the symmetry labels.
def six_root(sigma, lam, upper):
    s3, s8 = SYM[3], SYM[8]
    a3, a4 = lam * ANTI[3], lam * ANTI[4]
    mean = (3 * T1 + s8 + 3 * sigma * a4) / 2
    root = np.sqrt(((T1 + s8 + sigma * a4) / 2)**2 + 2 * (s3 + sigma * a3)**2)
    return mean + root if upper else mean - root


for lam in (0.3, 0.6, 1.0):
    small, _ = x_levels(lam, 2.1)
    for label, sigma in (("X1", -1), ("X3", 1)):
        assert abs(small[label + "v"] - six_root(sigma, lam, False)) < 1e-10
        assert abs(small[label + "c"] - six_root(sigma, lam, True)) < 1e-10
    assert abs(small["X5v"] - (2 * T1 - SYM[8])) < 1e-10
gap_d = T1 + SYM[8]
root0 = np.sqrt(gap_d**2 / 4 + 2 * SYM[3]**2)
part4 = {"v": 2 * ANTI[4] * (1.5 - gap_d / (4 * root0)),
         "c": 2 * ANTI[4] * (1.5 + gap_d / (4 * root0))}
part3 = {"v": -4 * SYM[3] * ANTI[3] / root0, "c": 4 * SYM[3] * ANTI[3] / root0}
tiny = 1e-3
small_tiny, _ = x_levels(tiny, 2.1)
for name in "vc":
    assert abs(split(small_tiny, name) / tiny - part3[name] - part4[name]) < 1e-5

# First-order matrix elements against finite differences in the large basis.
zero, states0 = x_levels(0.0)
assert abs(split(zero, "v")) < 1e-9 and abs(split(zero, "c")) < 1e-9
shell_part = {}
for n in ANTI:
    _, _, piece = build(X_POINT, anti={n: ANTI[n]})
    for name in "vc":
        expect = [np.vdot(states0[s + name], piece @ states0[s + name]).real
                  for s in ("X1", "X3")]
        shell_part[n, name] = expect[1] - expect[0]
first_order = {name: sum(shell_part[n, name] for n in ANTI) for name in "vc"}
near, _ = x_levels(tiny)
for name in "vc":
    assert abs(split(near, name) / tiny - first_order[name]) < 1e-5

# Reversal of lam exchanges X1 and X3; the mean shift starts quadratically.
plus, _ = x_levels(0.7)
minus, _ = x_levels(-0.7)
for name in "vc":
    assert abs(plus["X1" + name] - minus["X3" + name]) < 1e-9
    assert abs(plus["X3" + name] - minus["X1" + name]) < 1e-9
shifts = []
for lam in (0.05, 0.1):
    lev, _ = x_levels(lam)
    shifts.append((lev["X1v"] + lev["X3v"]) / 2 - zero["X1v"])
assert abs(shifts[1] / shifts[0] - 4) < 0.12

# Twofold bands along X-W at lam=0, and the 48 equivalent wave vectors at lam=1.
line = np.array([bands((1.0, t, 0.0), 0.0)[:4] for t in np.arange(5) / 8])
assert np.max(np.abs(line[:, 0] - line[:, 1])) < 1e-9
assert np.max(np.abs(line[:, 2] - line[:, 3])) < 1e-9
line_width = np.ptp(line[:, 0])
generic = np.array([0.61, 0.34, 0.12])
reference = bands(generic, 1.0)[:6]
for order in itertools.permutations(range(3)):
    for signs in itertools.product((-1, 1), repeat=3):
        image = generic[list(order)] * np.array(signs)
        assert np.max(np.abs(bands(image, 1.0)[:6] - reference)) < 1e-9


def wedge(m):
    return [(i / m, j / m, l / m) for i in range(m + 1) for j in range(i + 1)
            for l in range(j + 1) if 2 * (i + j + l) <= 3 * m]


coarse = wedge(8)
stored = [build(k)[1:] for k in coarse]


def refine(start, value, lam, band, sign):
    """Coordinate search for a maximum of sign*E_band."""
    best_k, best = np.array(start), sign * value
    for step in (1/16, 1/16, 1/16, 1/32, 1/32, 1/64):
        center = best_k.copy()
        for axis in range(3):
            for direction in (-1, 1):
                trial = center.copy()
                trial[axis] += direction * step
                score = sign * bands(trial, lam)[band]
                if score > best + 1e-10:
                    best_k, best = trial, score
    return sign * best, best_k


def zone_gap(lam):
    e = np.array([np.linalg.eigvalsh(h + lam * v)[:2] for h, v in stored])
    i, j = np.argmax(e[:, 0]), np.argmin(e[:, 1])
    top, k_top = refine(coarse[i], e[i, 0], lam, 0, 1)
    bottom, k_bottom = refine(coarse[j], e[j, 1], lam, 1, -1)
    return bottom - top, k_top, k_bottom


scan = (0.0, 0.25, 0.5, 0.75, 1.0)
gaps = {lam: zone_gap(lam) for lam in scan}
assert line_width > 1e-4 and gaps[0.0][0] <= -line_width + 1e-9
assert gaps[1.0][0] > 0
lam_c = brentq(lambda lam: zone_gap(lam)[0], 0.0, 1.0, xtol=2e-4)
for lam in scan:
    assert (gaps[lam][0] > 0) == (lam > lam_c)
at_c = zone_gap(lam_c)
fine = {lam_c: [], 1.0: []}
for k in wedge(16):
    _, h, v = build(k)
    for lam in fine:
        fine[lam].append(np.linalg.eigvalsh(h + lam * v)[:2])
fine_gap = {}
for lam, values in fine.items():
    values = np.array(values)
    fine_gap[lam] = values[:, 1].min() - values[:, 0].max()
assert fine_gap[lam_c] >= at_c[0] - 1e-3
assert fine_gap[1.0] >= gaps[1.0][0] - 1e-3

table = {lam: x_levels(lam)[0] for lam in scan}
final = table[1.0]
large, _ = x_levels(1.0, 40.5)
change = {name: split(large, name) - split(final, name) for name in "vc"}
assert max(abs(c) for c in change.values()) < 2e-3
assert all(split(table[lam], "v") > 0 for lam in scan[1:])

print(f"lattice constant a = {A_LAT:.2f} bohr; T1 = {T1:.5f} hartree")
print("symmetric form factors (hartree), by G^2:", SYM)
print("antisymmetric form factors (hartree), by G^2:", ANTI)
print("plane waves at X:", len(build(X_POINT)[0]), "; cutoff K^2 =", CUT, "(2pi/a)^2")
print("X levels from the valence top at Gamma, same lam (hartree):")
print("lam     X1v      X3v      X5v      X1c      X3c")
for lam in scan:
    top = bands((0, 0, 0), lam)[3]
    row = [table[lam][s] - top for s in ("X1v", "X3v", "X5v", "X1c", "X3c")]
    print(f"{lam:.2f} " + " ".join(f"{e:8.5f}" for e in row))
print("signed splittings X3-X1 and zone-wide gap, bands 1-2 (hartree):")
print("lam   valence  conduction  zone gap")
for lam in scan:
    lev = table[lam]
    print(f"{lam:.2f} {split(lev, 'v'):9.5f} {split(lev, 'c'):9.5f} {gaps[lam][0]:9.5f}")
for name, word in (("v", "valence"), ("c", "conduction")):
    print(f"{word}: first-order X3-X1 per unit lam = {first_order[name]:.5f} hartree")
    print("  from G^2=3, 4, 11: " + ", ".join(
        f"{shell_part[n, name]:.5f}" for n in (3, 4, 11)) + " hartree")
    six = six_root(1, 1.0, name == "c") - six_root(-1, 1.0, name == "c")
    print(f"  six waves, slope parts G^2=3, 4: {part3[name]:.5f}, {part4[name]:.5f} hartree")
    print(f"  six waves, full splitting at lam=1: {six:.5f} hartree")
    print(f"  splitting at lam=1: {split(final, name) * EV:.3f} eV")
    print(f"  change with cutoff K^2=40.5: {change[name]:.6f} hartree")
for label, sigma in (("X1", -1), ("X3", 1)):
    print(f"six-wave {label} at lam=1, lower and upper: "
          f"{six_root(sigma, 1.0, False):.5f}, {six_root(sigma, 1.0, True):.5f} hartree")
print(f"six-wave doublets at lam=0: {six_root(1, 0, False):.5f}, "
      f"{2 * T1 - SYM[8]:.5f}, {six_root(1, 0, True):.5f} hartree")
print(f"lam=0: width of touching bands along X-W = {line_width:.5f} hartree")
print(f"lam=0: E(W)-E(X) of these bands = {line[-1, 0] - line[0, 0]:.5f} hartree")
print(f"zone-wide gap opens at lam_c = {lam_c:.3f}")
lev_c, _ = x_levels(lam_c)
print(f"local valence splitting at X at lam_c = {split(lev_c, 'v'):.5f} hartree")
for name, data in (("0", gaps[0.0]), ("lam_c", at_c), ("1", gaps[1.0])):
    print(f"lam={name}: k of band-1 top {np.round(data[1], 3).tolist()}, "
          f"band-2 bottom {np.round(data[2], 3).tolist()} (2pi/a)")
print(f"zone-wide gap at lam=1: {gaps[1.0][0] * EV:.3f} eV")
print(f"finer-grid gap at lam_c and 1: {fine_gap[lam_c]:.5f}, {fine_gap[1.0]:.5f} hartree")
print("done: every assertion held")
```

Running it gives:

```
lattice constant a = 10.68 bohr; T1 = 0.17306 hartree
symmetric form factors (hartree), by G^2: {3: -0.115, 8: 0.005, 11: 0.03}
antisymmetric form factors (hartree), by G^2: {3: 0.035, 4: 0.025, 11: 0.005}
plane waves at X: 92 ; cutoff K^2 = 20.6 (2pi/a)^2
X levels from the valence top at Gamma, same lam (hartree):
lam     X1v      X3v      X5v      X1c      X3c
0.00 -0.30327 -0.30327 -0.09462  0.04273  0.04273
0.25 -0.32173 -0.28394 -0.09373  0.04341  0.04580
0.50 -0.33934 -0.26401 -0.09118  0.04764  0.05256
0.75 -0.35631 -0.24390 -0.08732  0.05499  0.06269
1.00 -0.37292 -0.22408 -0.08255  0.06498  0.07579
signed splittings X3-X1 and zone-wide gap, bands 1-2 (hartree):
lam   valence  conduction  zone gap
0.00   0.00000   0.00000  -0.00335
0.25   0.03778   0.00240   0.03524
0.50   0.07533   0.00493   0.07344
0.75   0.11241   0.00770   0.11103
1.00   0.14884   0.01081   0.14786
valence: first-order X3-X1 per unit lam = 0.15130 hartree
  from G^2=3, 4, 11: 0.07980, 0.06850, 0.00300 hartree
  six waves, slope parts G^2=3, 4: 0.08684, 0.06300 hartree
  six waves, full splitting at lam=1: 0.14850 hartree
  splitting at lam=1: 4.050 eV
  change with cutoff K^2=40.5: 0.000170 hartree
conduction: first-order X3-X1 per unit lam = 0.00950 hartree
  from G^2=3, 4, 11: -0.05179, 0.05360, 0.00769 hartree
  six waves, slope parts G^2=3, 4: -0.08684, 0.08700 hartree
  six waves, full splitting at lam=1: 0.00150 hartree
  splitting at lam=1: 0.294 eV
  change with cutoff K^2=40.5: 0.000000 hartree
six-wave X1 at lam=1, lower and upper: -0.00093, 0.45010 hartree
six-wave X3 at lam=1, lower and upper: 0.14757, 0.45160 hartree
six-wave doublets at lam=0: 0.07668, 0.34111, 0.44749 hartree
lam=0: width of touching bands along X-W = 0.00335 hartree
lam=0: E(W)-E(X) of these bands = 0.00335 hartree
zone-wide gap opens at lam_c = 0.022
local valence splitting at X at lam_c = 0.00328 hartree
lam=0: k of band-1 top [1.0, 0.5, 0.0], band-2 bottom [1.0, 0.0, 0.0] (2pi/a)
lam=lam_c: k of band-1 top [1.0, 0.5, 0.0], band-2 bottom [1.0, 0.0, 0.0] (2pi/a)
lam=1: k of band-1 top [1.0, 0.5, 0.0], band-2 bottom [1.0, 0.0, 0.0] (2pi/a)
zone-wide gap at lam=1: 4.023 eV
finer-grid gap at lam_c and 1: 0.00000, 0.14786 hartree
done: every assertion held
```
